**Threshold current of a quantum-dot laser with and without excited states**

For equal electron and hole ladders the program examines J = (eN/τ) Σ gᵢfᵢ², with fᵢ = 1/[1 + ((1−b)/(1+b)) exp(Eᵢ/kT)]. Here N is the dot density, τ the pair lifetime, gᵢ and Eᵢ the degeneracy and energy of shell i, and b the ratio of optical loss to saturated gain. It asserts that this formula agrees with an explicit sum over all fillings of a two-shell dot, and that the formula for T0 agrees with finite differences. It also asserts agreement within 0.3% with thresholds extrapolated from time-integrated laser rate equations. Quadrature confirms T0 = T for the symmetric quantum well, and a dense oscillator ladder gives T0 within 1% of T/2. Unequal ladders are compared with a separate solution for two chemical potentials. In the output, one level per band gives 33.85 A/cm² at every temperature, while two-shell dots with 60 meV spacing need 37.66 A/cm² at 300 K. With the electron spacing kept at 60 meV and the hole spacing reduced to 10 meV, the threshold first dips on heating and then rises to 50.19 A/cm² at 300 K.

## Numerical verification

```python
"""Threshold of a quantum-dot laser versus temperature.

Result under test: with loss/saturated gain = b, the ground occupation is
clamped at (1+b)/2 for equal electron and hole ladders, and the threshold is
    J = (e N / tau) * sum_i g_i f_i^2,
    f_i = 1 / (1 + (1-b)/(1+b) * exp(E_i/kT)).
One level per band gives J independent of T; excited shells make J rise.
N: dots per area, tau: pair lifetime, g_i: shell degeneracy with spin,
E_i: shell energy above the ground level (eV), T: temperature (K),
1/T0 = d ln J / dT. "Pair rate" means recombinations per dot per tau.
"""
from itertools import product
import numpy as np
from scipy.constants import k, e
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, fsolve
from scipy.special import expit, logit

KB = k / e
DOT_DENSITY = 2.5e11      # cm^-2, all layers together
LIFETIME = 1e-9           # s
LOSS, SATURATED_GAIN = 6.0, 20.0   # cm^-1
B = LOSS / SATURATED_GAIN
F_GROUND = (1 + B) / 2
SCALE = e * DOT_DENSITY / LIFETIME  # A/cm^2 per unit pair rate
IDEAL_RATE = 2 * F_GROUND**2


def two_shells(spacing):
    return np.array([0.0, spacing]), np.array([2.0, 4.0])


def oscillator_shells(spacing, temperature):
    n = np.arange(int(50 * KB * temperature / spacing) + 6)
    return n * spacing, 2.0 * (n + 1)


def occupations(energies, temperature):
    return expit(np.log((1 + B) / (1 - B)) - energies / (KB * temperature))


def pair_rate(shells, temperature):
    energies, degeneracies = shells
    return np.sum(degeneracies * occupations(energies, temperature)**2)


def t0_formula(shells, temperature):
    energies, g = shells
    f = occupations(energies, temperature)
    slope = np.sum(2 * g * f**2 * (1 - f) * energies) / (KB * temperature**2)
    return np.sum(g * f**2) / slope


def t0_numeric(rate_function, temperature, step=0.5):
    upper = np.log(rate_function(temperature + step))
    lower = np.log(rate_function(temperature - step))
    return 2 * step / (upper - lower)


# Explicit sum over all 64 fillings of the six one-particle states.
FILLINGS = np.array(list(product([0, 1], repeat=6)), dtype=float)


def enumerated_rate(spacing, temperature):
    energy = FILLINGS @ np.array([0, 0] + [spacing] * 4)
    number = FILLINGS.sum(axis=1)

    def weights(mu):
        w = np.exp(-(energy - mu * number) / (KB * temperature))
        return w / w.sum()

    mu = brentq(lambda m: 2 * (weights(m) @ FILLINGS[:, 0]) - 1 - B,
                -0.3, 0.3, xtol=1e-15)
    w = weights(mu)
    return w @ (FILLINGS @ FILLINGS.T) @ w


for spacing in (0.03, 0.06, 0.2):
    for temperature in (150, 300, 400):
        direct = enumerated_rate(spacing, temperature)
        formula = pair_rate(two_shells(spacing), temperature)
        assert abs(direct / formula - 1) < 1e-9
for spacing in (0.03, 0.06):
    for temperature in (200, 300, 400):
        direct = t0_numeric(lambda t: enumerated_rate(spacing, t), temperature)
        formula = t0_formula(two_shells(spacing), temperature)
        assert abs(direct / formula - 1) < 1e-3

# Low-temperature activation energy of the excess current.
cold, warm = 100.0, 110.0
excess = [enumerated_rate(0.06, t) - IDEAL_RATE for t in (cold, warm)]
activation = np.log(excess[1] / excess[0]) / (1 / (KB*cold) - 1 / (KB*warm))
assert abs(activation / 0.12 - 1) < 0.01


# Laser rate equations in time; time unit is the pair lifetime.
def kinetic_threshold(spacing, temperature, relaxation=1e-4, photon_life=1e-2):
    boltzmann = np.exp(-spacing / (KB * temperature))

    def photons(pump):
        def rhs(_, y):
            f0, f1, s = y
            flow = 4 * (f1*(1-f0) - boltzmann*f0*(1-f1)) / relaxation
            stimulated = s * (2*f0 - 1) / (B * photon_life)
            return [(flow - 2*f0**2 - stimulated) / 2,
                    (pump - flow - 4*f1**2) / 4,
                    stimulated - s / photon_life]
        run = solve_ivp(rhs, (0, 20), [0.5, 0.1, 1e-3], method="LSODA",
                        rtol=1e-8, atol=1e-11)
        assert run.success
        return run.y[2, -1]

    low, high = 4.0, 5.0
    s_low, s_high = photons(low), photons(high)
    return low - s_low * (high - low) / (s_high - s_low)


kinetic = {}
for spacing, temperature in ((0.06, 200), (0.06, 300), (0.06, 400),
                             (0.3, 200), (0.3, 400)):
    value = kinetic_threshold(spacing, temperature)
    kinetic[spacing, temperature] = value
    expected = (IDEAL_RATE if spacing == 0.3
                else pair_rate(two_shells(spacing), temperature))
    # finite relaxation time shifts the threshold by about 1e-3 or less
    assert abs(value / expected - 1) < 3e-3


# Symmetric quantum well with the same band-edge occupation.
def well_integral(temperature):
    kt = KB * temperature
    mu = kt * logit(F_GROUND)
    return kt * quad(lambda x: expit(mu / kt - x)**2, 0, 50,
                     epsabs=1e-13, epsrel=1e-12, limit=200)[0]


well_factor = np.log(2 / (1 - B)) - (1 + B) / 2
for temperature in (200, 300, 400):
    formula = KB * temperature * well_factor
    assert abs(well_integral(temperature) / formula - 1) < 1e-8
well_t0 = t0_numeric(well_integral, 300)
assert abs(well_t0 / 300 - 1) < 1e-4

# Oscillator ladder: T0 formula, dense limit, crossing with the well.
ladder_60 = oscillator_shells(0.06, 300)
assert abs(t0_numeric(lambda t: pair_rate(ladder_60, t), 300)
           / t0_formula(ladder_60, 300) - 1) < 1e-3
dense_t0 = t0_formula(oscillator_shells(0.001 * KB * 300, 300), 300)
assert abs(dense_t0 / 150 - 1) < 0.01


def ladder_minus_well(spacing):
    return 300 / t0_formula(oscillator_shells(spacing, 300), 300) - 1


signs = np.sign([ladder_minus_well(s) for s in np.linspace(0.002, 0.12, 60)])
assert np.count_nonzero(np.diff(signs)) == 1
crossing = brentq(ladder_minus_well, 0.002, 0.12)


# Unequal ladders: gain clamping and neutrality solved together.
def unequal(electron_spacing, hole_spacing, temperature):
    kt = KB * temperature

    def excited(ground, spacing):
        return expit(logit(ground) - spacing / kt)

    def charge(fh):
        fe = 1 + B - fh
        return (2*fh + 4*excited(fh, hole_spacing)
                - 2*fe - 4*excited(fe, electron_spacing))

    fh0 = brentq(charge, B + 1e-12, 1 - 1e-12, xtol=1e-14)
    fe0 = 1 + B - fh0
    fe1, fh1 = excited(fe0, electron_spacing), excited(fh0, hole_spacing)
    return 2*fe0*fh0 + 4*fe1*fh1, 2*fe0 + 4*fe1, fe0, fh0, fe1


def two_potential_rate(electron_spacing, hole_spacing, temperature):
    kt = KB * temperature
    electron_levels = np.array([0, 0] + [electron_spacing] * 4) / kt
    hole_levels = np.array([0, 0] + [hole_spacing] * 4) / kt

    def fillings(z):
        return (1 / (1 + np.exp(electron_levels - z[0])),
                1 / (1 + np.exp(hole_levels - z[1])))

    def conditions(z):
        fe, fh = fillings(z)
        return [fe[0] + fh[0] - 1 - B, fe.sum() - fh.sum()]

    root, _, flag, _ = fsolve(conditions, [1.0, 0.0], full_output=True,
                              xtol=1e-12)
    assert flag == 1 and np.max(np.abs(conditions(root))) < 1e-8
    fe, fh = fillings(root)
    return fe @ fh


for temperature in (200, 300, 400):
    assert abs(unequal(0.06, 0.01, temperature)[0]
               / two_potential_rate(0.06, 0.01, temperature) - 1) < 1e-6
    assert abs(unequal(0.06, 0.06, temperature)[0]
               / enumerated_rate(0.06, temperature) - 1) < 1e-8
single = [unequal(np.inf, 0.01, t) for t in range(50, 401, 25)]
assert np.all(np.diff([s[0] for s in single]) < 0)
assert np.all(np.diff([s[1] for s in single]) > 0)
assert unequal(0.06, 0.01, 100)[0] < IDEAL_RATE < unequal(0.06, 0.01, 300)[0]
unequal_t0 = t0_numeric(lambda t: unequal(0.06, 0.01, t)[0], 300)

print(f"dot density {DOT_DENSITY:.2e} cm^-2, lifetime {LIFETIME*1e9:.1f} ns")
print(f"loss {LOSS:.1f} cm^-1, saturated gain {SATURATED_GAIN:.1f} cm^-1")
print(f"b = {B:.3f}, clamped ground occupation = {F_GROUND:.3f}")
print(f"kT at 300 K = {KB*300*1e3:.2f} meV")
print(f"e N / tau = {SCALE:.3f} A/cm^2")
print(f"one level per band: pair rate {IDEAL_RATE:.4f} per lifetime")
print(f"one level per band: J = {SCALE*IDEAL_RATE:.2f} A/cm^2 at every T")
print("Equal ladders, two shells: spacing, T, f1, J, T0")
for spacing in (0.2, 0.06, 0.03):
    for temperature in (200, 300, 400):
        shells = two_shells(spacing)
        f1 = occupations(shells[0], temperature)[1]
        print(f"{spacing*1e3:.0f} meV, {temperature} K, f1={f1:.3g}, "
              f"J={SCALE*pair_rate(shells, temperature):.2f} A/cm^2, "
              f"T0={t0_formula(shells, temperature):.4g} K")
print(f"activation of excess, 60 meV, 100-110 K: {activation*1e3:.1f} meV")
print("Thresholds from rate equations in time: spacing, T, J")
for (spacing, temperature), value in kinetic.items():
    print(f"{spacing*1e3:.0f} meV, {temperature} K, "
          f"J={SCALE*value:.2f} A/cm^2")
print(f"quantum well: bracket factor = {well_factor:.4f}")
print(f"quantum well: T0 at 300 K = {well_t0:.1f} K")
print("Oscillator ladder at 300 K: spacing, J, T0")
for spacing in (0.06, 0.03, 0.01):
    shells = oscillator_shells(spacing, 300)
    print(f"{spacing*1e3:.0f} meV, J={SCALE*pair_rate(shells, 300):.2f} "
          f"A/cm^2, T0={t0_formula(shells, 300):.1f} K")
print(f"ladder, spacing 0.001 kT: T0 at 300 K = {dense_t0:.1f} K")
print(f"ladder T0 equals well T0 at spacing {crossing*1e3:.1f} meV")
print(f"that spacing over kT = {crossing/(KB*300):.2f}")
print("Electron spacing 60 meV, hole spacing 10 meV:")
print("T, fe0, fh0, fe1, electrons per dot, J")
for temperature in (50, 100, 200, 300, 400):
    rate, number, fe0, fh0, fe1 = unequal(0.06, 0.01, temperature)
    print(f"{temperature} K, {fe0:.3f}, {fh0:.3f}, {fe1:.3g}, "
          f"{number:.3f}, {SCALE*rate:.2f} A/cm^2")
print(f"unequal ladders: T0 at 300 K = {unequal_t0:.1f} K")
print("One electron level, hole spacing 10 meV:")
print("T, fe0, fh0, electrons per dot, J")
for temperature in (100, 200, 300, 400):
    rate, number, fe0, fh0, _ = unequal(np.inf, 0.01, temperature)
    print(f"{temperature} K, {fe0:.3f}, {fh0:.3f}, {number:.3f}, "
          f"{SCALE*rate:.2f} A/cm^2")
print("OK")
```

Output:

```
dot density 2.50e+11 cm^-2, lifetime 1.0 ns
loss 6.0 cm^-1, saturated gain 20.0 cm^-1
b = 0.300, clamped ground occupation = 0.650
kT at 300 K = 25.85 meV
e N / tau = 40.054 A/cm^2
one level per band: pair rate 0.8450 per lifetime
one level per band: J = 33.85 A/cm^2 at every T
Equal ladders, two shells: spacing, T, f1, J, T0
200 meV, 200 K, f1=1.69e-05, J=33.85 A/cm^2, T0=6.34e+09 K
200 meV, 300 K, f1=0.00081, J=33.85 A/cm^2, T0=6.243e+06 K
200 meV, 400 K, f1=0.00558, J=33.85 A/cm^2, T0=2.353e+05 K
60 meV, 200 K, f1=0.054, J=34.31 A/cm^2, T0=2226 K
60 meV, 300 K, f1=0.154, J=37.66 A/cm^2, T0=755.1 K
60 meV, 400 K, f1=0.246, J=43.52 A/cm^2, T0=685.3 K
30 meV, 200 K, f1=0.246, J=43.52 A/cm^2, T0=342.7 K
30 meV, 300 K, f1=0.368, J=55.53 A/cm^2, T0=523.7 K
30 meV, 400 K, f1=0.438, J=64.51 A/cm^2, T0=859.4 K
activation of excess, 60 meV, 100-110 K: 119.7 meV
Thresholds from rate equations in time: spacing, T, J
60 meV, 200 K, J=34.31 A/cm^2
60 meV, 300 K, J=37.66 A/cm^2
60 meV, 400 K, J=43.52 A/cm^2
300 meV, 200 K, J=33.85 A/cm^2
300 meV, 400 K, J=33.85 A/cm^2
quantum well: bracket factor = 0.3998
quantum well: T0 at 300 K = 300.0 K
Oscillator ladder at 300 K: spacing, J, T0
60 meV, J=37.73 A/cm^2, T0=723.2 K
30 meV, J=62.32 A/cm^2, T0=302.8 K
10 meV, J=262.21 A/cm^2, T0=191.3 K
ladder, spacing 0.001 kT: T0 at 300 K = 150.1 K
ladder T0 equals well T0 at spacing 29.6 meV
that spacing over kT = 1.14
Electron spacing 60 meV, hole spacing 10 meV:
T, fe0, fh0, fe1, electrons per dot, J
50 K, 0.755, 0.545, 2.76e-06, 1.510, 32.96 A/cm^2
100 K, 0.849, 0.451, 0.0053, 1.720, 30.84 A/cm^2
200 K, 0.838, 0.462, 0.137, 2.224, 38.16 A/cm^2
300 K, 0.791, 0.509, 0.271, 2.668, 50.19 A/cm^2
400 K, 0.760, 0.540, 0.357, 2.949, 59.63 A/cm^2
unequal ladders: T0 at 300 K = 459.5 K
One electron level, hole spacing 10 meV:
T, fe0, fh0, electrons per dot, J
100 K, 0.852, 0.448, 1.705, 30.56 A/cm^2
200 K, 0.912, 0.388, 1.824, 28.35 A/cm^2
300 K, 0.933, 0.367, 1.866, 27.44 A/cm^2
400 K, 0.943, 0.357, 1.887, 26.96 A/cm^2
OK
```
